# Meta-GGA operator, its FFT and PAW forms, and the velocity, part 2

The question is which velocity operator belongs to the orbital equation of a meta-GGA functional, whose energy density $e(n,\sigma,\tau)$ depends on $n=\sum_a f_a|\psi_a|^2$, $\sigma=|\nabla n|^2$ and $\tau=\tfrac12\sum_a f_a|\nabla\psi_a|^2$, with occupations $f_a$. Hartree atomic units are used, and integrations by parts over all space leave no boundary term. The Hamiltonian is

$$H=\tfrac12\,\mathbf p\cdot(1+v_\tau)\,\mathbf p+V,$$

with $\mathbf p=-i\nabla$, $v_\tau=\partial e/\partial\tau$, $w=1+v_\tau>0$ and $V$ a real local potential. With $v_\tau$ frozen, the velocity is

$$\mathbf v=i[H,\mathbf r]=\tfrac12\left[(1+v_\tau)\mathbf p+\mathbf p(1+v_\tau)\right]=(1+v_\tau)\mathbf p-\tfrac i2\nabla v_\tau .$$

The bare product $(1+v_\tau)\mathbf p$ is not Hermitian where $v_\tau$ varies.

Plane waves have $\mathbf q=\mathbf k+\mathbf G$ and $\mathbf q'=\mathbf k+\mathbf G'$, with $\mathbf G$ a reciprocal lattice vector; $w(\mathbf G)$ and $V(\mathbf G)$ are Fourier coefficients.

In PAW, $\phi_i$ and $\tilde\phi_i$ are all-electron and pseudo partial waves, equal outside non-overlapping atomic spheres. With projectors $\tilde p_i$ and $P_i=\langle\tilde p_i|\tilde\psi\rangle$, the pseudo orbital $\tilde\psi$ gives

$$\psi=\tilde\psi+\sum_i(\phi_i-\tilde\phi_i)P_i .$$

The factor $\tilde w$ is $1+v_\tau$ evaluated from the pseudo quantities. A one-dimensional ring with one sphere and two partial waves serves as a test.

The model crystal is cubic with $a=6$ bohr and, in hartree,

$$V=-0.4(\cos X+\cos Y+\cos Z)+0.2\sin2X,\qquad X=2\pi x/a,$$

with $Y$ and $Z$ likewise. Two electrons per cell fill the lowest band, sampled at eight k-points. Orbitals calculated with $v_\tau=0$ supply the r2SCAN $v_\tau$, which is then frozen. Basis indices run from $-m$ to $m$ with $m=3$, on a grid of $N=13$ points per axis.

The closing table also lists earlier checks: the energy slope when one orbital is displaced, and the $\tau$ operator $-\tfrac12\nabla\cdot(v_\tau\nabla\psi)$ applied by FFT and by explicit convolution, which agree if $N\ge4m+1$.

### Where the local factor is enough

The factor does stand alone in the current density. Let $i\,\partial_t\psi=H\psi$. Then $\partial_t|\psi|^2=2\,\mathrm{Im}(\psi^*H\psi)$, and the real potential drops out:

$$\partial_t|\psi|^2=-\mathrm{Im}\left[\psi^*\nabla\cdot(w\nabla\psi)\right].$$

The product rule gives

$$\nabla\cdot(w\psi^*\nabla\psi)=w|\nabla\psi|^2+\psi^*\nabla\cdot(w\nabla\psi).$$

The first term on the right is real, so the imaginary parts of the other two are equal. Hence

$$\partial_t|\psi|^2+\nabla\cdot\mathbf j=0,\qquad \mathbf j=(1+v_\tau)\,\mathrm{Im}(\psi^*\nabla\psi).$$

With the factor 1 in place of $1+v_\tau$, charge would not be conserved locally; the symbolic check confirms both statements.

The continuity equation fixes $\mathbf j$ only up to a divergence-free field. The operator supports the choice made here. Moving the derivative in the second half of $\mathbf v$ onto the left function,

$$\tfrac12\int a^*(-i\nabla)(wb)\,d\mathbf r=\tfrac i2\int wb\,\nabla a^*\,d\mathbf r,$$

gives the weak form

$$\langle a|\mathbf v|b\rangle=\frac1{2i}\int(1+v_\tau)\left(a^*\nabla b-b\nabla a^*\right)d\mathbf r .$$

For $a=b=\psi$ the bracket is $2i\,\mathrm{Im}(\psi^*\nabla\psi)$, and the integral of $\mathbf j$ is $\langle\mathbf v\rangle$. The weak form needs no derivative of $v_\tau$, which is convenient because $v_\tau$ can vary sharply.

### Bloch states: three measurable consequences

Acting on the coefficients at fixed $\mathbf k$, the Hamiltonian matrix is

$$H_{\mathbf G\mathbf G'}(\mathbf k)=\tfrac12\mathbf q\cdot\mathbf q'\,w(\mathbf G-\mathbf G')+V(\mathbf G-\mathbf G').$$

Hold the set of $\mathbf G$ vectors fixed while $\mathbf k$ varies. Both $\mathbf q$ and $\mathbf q'$ contain $\mathbf k$, so

$$\frac{\partial H_{\mathbf G\mathbf G'}}{\partial k_x}=\tfrac12(q_x+q'_x)\,w(\mathbf G-\mathbf G'),\qquad
\frac{\partial^2H_{\mathbf G\mathbf G'}}{\partial k_x^2}=w(\mathbf G-\mathbf G').$$

The first matrix is the symmetrized velocity: $q'_x$ comes from $p_x$ acting before $w$, and $q_x$ from $p_x$ acting after it. If the basis were reselected at each $\mathbf k$, plane waves would enter and leave, and these derivatives would miss the resulting jumps.

Let $H|n\rangle=\varepsilon_n|n\rangle$ with normalized, non-degenerate $|n\rangle$, and let a prime denote $\partial/\partial k_x$. Differentiating the eigenvalue equation gives

$$H'|n\rangle+H|n'\rangle=\varepsilon_n'|n\rangle+\varepsilon_n|n'\rangle .$$

Projection on $\langle n|$ cancels the terms in $|n'\rangle$ and leaves $\varepsilon_n'=\langle n|v_x|n\rangle$. Projection on another state $\langle m|$ gives

$$\langle m|n'\rangle=\frac{\langle m|v_x|n\rangle}{\varepsilon_n-\varepsilon_m}.$$

The magnitude of this quantity is a length, the interband dipole that enters optical absorption at the independent-particle level.

Differentiating $\varepsilon_n'=\langle n|H'|n\rangle$ once more gives $\langle n|H''|n\rangle+2\,\mathrm{Re}\langle n|H'|n'\rangle$. Expand $|n'\rangle$ in the eigenstates. Its component along $|n\rangle$ is purely imaginary, because $\langle n|n\rangle=1$ implies $\mathrm{Re}\langle n|n'\rangle=0$; multiplied by the real number $\langle n|H'|n\rangle$, it contributes nothing to the real part. The rest gives

$$\varepsilon_n''=\langle n|1+v_\tau|n\rangle-2\sum_{m\ne n}\frac{|\langle m|v_x|n\rangle|^2}{\varepsilon_m-\varepsilon_n}.$$

This is the inverse mass along $x$. For $v_\tau=0$ the first term is 1. For constant $w$ and $V=0$ the velocity is diagonal, the sum vanishes, and the inverse mass is $w$. For a flat band the left side is zero, and the total oscillator strength $2\sum_{m\ne n}|\langle m|v_x|n\rangle|^2/(\varepsilon_m-\varepsilon_n)$ equals $\langle1+v_\tau\rangle$: at frozen $v_\tau$, the total oscillator strength per electron differs from 1 by $\langle v_\tau\rangle$.

### Numbers for the crystal

The numbers below belong to the basis of 123 plane waves and the 13-point grid; they compare operators within one Hamiltonian matrix, and the absolute values are not converged: a larger basis and finer grid lower the band velocity by about 1%, the inverse mass by about 2% and the interband energy by about 0.02 eV, and raise the interband dipole by about 0.4%, while the squared dipole ratio stays at 0.900 and the momentum stays 5% below the band velocity. Take the lowest band at $\mathbf k=(0.20,0.10,0.05)$ in units of $2\pi/a$. Turning on $v_\tau$ at fixed $V$ raises its energy from $-0.3671$ to $-0.3491$ hartree. The direction is expected: $v_\tau$ is not negative at any grid point, and the expectation value of the added operator is a sum over the grid points of $\tfrac12v_\tau|\nabla\psi|^2$ times the volume element, so it cannot lower the lowest eigenvalue.

The band velocity along $x$ is 0.08594 atomic units, or 188 km/s. A finite difference of the band energy and the integrated current give the same number. The expectation value of $p_x$ in the same state is 0.08160, which is 5% below the band velocity.

The second band lies 0.52396 hartree (14.26 eV) higher. The velocity element between the two has magnitude 0.42273, so the dipole is

$$\frac{0.42273}{0.52396}=0.8068\ \text{bohr}=0.4269\ \text{angstrom}.$$

The change of the lowest eigenvector with $\mathbf k$, computed by finite differences without any velocity operator, gives the same 0.8068 bohr. With $p_x$ alone the result is $0.40101/0.52396=0.7653$ bohr. The squared ratio is 0.900, so an absorption strength computed from this element with $p_x$ would be 10% too low relative to the full operator.

The unsymmetrized product gives 0.42486 with the lowest state on the right and 0.42059 with the second state on the right. A Hermitian operator would give equal magnitudes. Each value is about 0.5% from the correct one, on opposite sides. The distance in the complex plane between the first element and the conjugate of the second is 0.00440. The difference of their magnitudes is slightly smaller, 0.00427, because the two complex numbers do not have quite the same phase. In this crystal, leaving out the factor costs much more than failing to symmetrize it. That ranking belongs to this $v_\tau$ and this pair of states; the unsymmetrized error is set by $\tfrac12\langle m|\partial_xv_\tau|n\rangle$ and so depends on how $\partial_xv_\tau$ overlaps the product of the two states, not on the size of the gradient alone; a rapidly oscillating $v_\tau$ with a large gradient can give a small error.

For the inverse mass, the mean of $1+v_\tau$ in the lowest state is 1.0527 and the interband sum is 0.8077, so

$$\varepsilon''=1.0527-0.8077=0.2450,$$

in units of the inverse electron mass, in agreement with a second difference of the band energy. Keeping the correct sum but writing 1 for the first term would give 0.1923, which is 22% too low. The two terms largely cancel, so a 5% correction to one of them becomes a large relative correction to the result.

### Velocity elements from pseudo orbitals

The FFT yields the smooth part of a PAW matrix element, and the spheres must supply the rest. Let $B_w(a,b)$ stand for an integral that is linear in $b$, linear in $a^*$, and built from local values and gradients with the factor $w$. The kinetic form $\tfrac12\int w\nabla a^*\cdot\nabla b$ and the weak form of the velocity are both of this kind. Suppose the partial waves are complete, so that inside a sphere $\tilde\psi=\sum_iP_i\tilde\phi_i$ and therefore $\psi=\sum_iP_i\phi_i$. Outside, $\psi=\tilde\psi$, and the smooth factor $\tilde w$ equals $w$. Split the all-electron integral at the sphere surface, then add and subtract the pseudo integral inside:

$$B_w(\psi_a,\psi_b)=B_{\tilde w}(\tilde\psi_a,\tilde\psi_b)+\sum_{ij}P_{i,a}^*\left[B_w^{\rm sph}(\phi_i,\phi_j)-B_{\tilde w}^{\rm sph}(\tilde\phi_i,\tilde\phi_j)\right]P_{j,b}.$$

For the velocity, the square bracket is

$$\Delta\mathbf V_{ij}=\frac1{2i}\int_{\rm sph}\left[w(\phi_i^*\nabla\phi_j-\phi_j\nabla\phi_i^*)-\tilde w(\tilde\phi_i^*\nabla\tilde\phi_j-\tilde\phi_j\nabla\tilde\phi_i^*)\right]d\mathbf r .$$

If $w=\tilde w$ is constant, this is $w$ times the PAW correction to the momentum. Otherwise the correction tabulated for $\mathbf p$ cannot be reused, because $v_\tau$ weights different parts of the sphere differently.

The one-dimensional ring tests the formula on two pseudo orbitals that the partial waves do span inside the sphere. In the ring's dimensionless units the velocity element is

$$(-2.000+0.692i)+(-0.455+0.374i)=-2.455+1.066i,$$

smooth part plus one-centre part. The right side agrees with direct integration over the all-electron orbitals. In magnitude the one-centre part is 22% of the total. For the kinetic element, the smooth part $-0.349-0.503i$ and the one-centre part $0.992-0.698i$ add up to $0.643-1.201i$; here the smooth part alone has even the wrong sign of the real part.

If the partial waves are incomplete, a remainder $\tilde\rho=\tilde\psi-\sum_iP_i\tilde\phi_i$ survives in the sphere and is carried over unchanged into $\psi$. Write $\phi_a=\sum_iP_{i,a}\phi_i$ and $\tilde\phi_a$ likewise. Expanding both sides of the formula leaves an error

$$B_w^{\rm sph}(\phi_a,\tilde\rho_b)-B_{\tilde w}^{\rm sph}(\tilde\phi_a,\tilde\rho_b)$$

plus the corresponding terms with the remainder on the left, and terms quadratic in the remainders. The error is thus of first order in $\tilde\rho$. For empty states at high energy, the set of partial waves has to be checked.

One shortcut needs care. Let $T$ be the map from $\tilde\psi$ to $\psi$, so that the pseudo problem is $\tilde H\tilde\psi_n=\varepsilon_n\tilde S\tilde\psi_n$ with $\tilde H=T^\dagger HT$ and $\tilde S=T^\dagger T$. In the Bloch form $T$ depends on $\mathbf k$ through the projectors and partial waves. Differentiate the products and use $(H-\varepsilon_n)T\tilde\psi_n=0$ to get

$$\langle\tilde\psi_m|\tilde H'-\varepsilon_n\tilde S'|\tilde\psi_n\rangle=\langle\psi_m|v_x|\psi_n\rangle+(\varepsilon_m-\varepsilon_n)\langle\psi_m|T'\tilde\psi_n\rangle .$$

For $m=n$ the extra term vanishes, and the matrix element of $\tilde H'-\varepsilon_n\tilde S'$, overlap term included, gives the band velocity. For $m\ne n$ it is in general not the velocity element.

### What frozen $v_\tau$ leaves out

The velocity above belongs to the Hamiltonian with a given $v_\tau$. It serves for band velocities, inverse masses and independent-particle spectra. A self-consistent response contains more, because an applied field changes $\tau$.

A change of phase shows why. Replace each orbital by $e^{i\chi}\psi$ with real $\chi(\mathbf r)$, and let $\mathbf j_p=\sum f\,\mathrm{Im}(\psi^*\nabla\psi)$. Since $\nabla(e^{i\chi}\psi)=e^{i\chi}(\nabla\psi+i\psi\nabla\chi)$, squaring gives

$$\tau\to\tau+\mathbf j_p\cdot\nabla\chi+\tfrac12n|\nabla\chi|^2 .$$

The density is unchanged but $\tau$ is not, so a functional of the plain $\tau$ depends on the gauge. Under the same change $\mathbf j_p\to\mathbf j_p+n\nabla\chi$, and $|\mathbf j_p|^2/2n$ grows by the same two terms. The combination $\hat\tau=\tau-|\mathbf j_p|^2/2n$ is therefore invariant.

Using $\hat\tau$ in the functional adds $-\int v_\tau(\mathbf j_p/n)\cdot\delta\mathbf j_p\,d\mathbf r$ to the variation of the energy, together with $\int v_\tau\,|\mathbf j_p|^2/(2n^2)\,\delta n\,d\mathbf r$ from the $n$ in the denominator. The latter is a multiplicative potential of second order in $\mathbf j_p$; it commutes with $\mathbf r$ and leaves the velocity unchanged. With $\mathbf a=v_\tau\mathbf j_p/n$, the first piece is an extra term $-\tfrac12(\mathbf a\cdot\mathbf p+\mathbf p\cdot\mathbf a)$ in the Hamiltonian. Because $i[p_\alpha,r_\beta]=\delta_{\alpha\beta}$, it adds $-\mathbf a$ to the velocity and $-n\mathbf a=-v_\tau\mathbf j_p$ to the current density. The total is

$$(1+v_\tau)\mathbf j_p-v_\tau\mathbf j_p=\mathbf j_p .$$

In a ground state with $\mathbf j_p=0$ the extra term vanishes, and the orbitals and bands are those found above. In the response to a field, $\mathbf j_p$ is of first order in the field, and so is the extra term. The excess oscillator strength $\langle v_\tau\rangle$ found for the flat band thus comes from the plain $\tau$, and letting $v_\tau$ respond does not remove it: for $\chi=\kappa x$ and $\mathbf j_p=0$, $\tau$ grows by $\tfrac12n\kappa^2$, so the energy grows by $\tfrac12\kappa^2\int(1+v_\tau)\,n\,d\mathbf r$ to this order whether or not $v_\tau$ is frozen. With $\hat\tau$ the $v_\tau$ part is absent. A spectrum built from independent transitions should use the symmetrized velocity, since that is the operator consistent with its orbitals and energies when $V$ is multiplicative; a nonlocal pseudopotential or exact exchange adds its own commutator with $\mathbf r$. A self-consistent response with $\hat\tau$ must also include the current-dependent term. This last argument is analytical; the numerical check covers the frozen case.

## Values computed for the example and the checks

```
cell length: 6.0 bohr
potential amplitudes cos, sin: 0.4, 0.2 hartree
plane waves: 123; largest index m: 3; grid N per axis: 13
electrons per cell: 2.000000
density min, max: 0.00001, 0.14288 bohr^-3
tau min, max: 0.00002, 0.01949 hartree/bohr^3
r2SCAN energy per cell: -0.597516 hartree
v_tau min, max, cell mean: 0.00000, 0.17484, 0.04050 (dimensionless)
energy slope, finite difference: -0.01007059 hartree
energy slope, multiplicative part: -0.01054861 hartree
energy slope, tau operator part: 0.00047802 hartree
FFT minus convolution, N=13: 2.2e-17 hartree
FFT minus convolution, N=11: 1.2e-03 hartree
k in units of 2 pi/a: [0.2  0.1  0.05]
lowest band energy with v_tau: -0.349065 hartree
lowest band energy without v_tau: -0.367061 hartree
band velocity x, full operator: 0.085942 a.u.
band velocity x, full operator: 188.01 km/s
band velocity x, d energy/dk: 0.085942 a.u.
band velocity x, integrated current: 0.085942 a.u.
band velocity x, p alone: 0.081602 a.u.
upper band number (lowest is 1): 2
interband energy: 0.523962 hartree = 14.2577 eV
|velocity element|, full operator: 0.422725 a.u.
|velocity element|, p alone: 0.401014 a.u.
|<upper|(1+v_tau)p|lowest>|: 0.424859 a.u.
|<lowest|(1+v_tau)p|upper>|: 0.420591 a.u.
Hermiticity defect of (1+v_tau)p: 0.004395 a.u.
interband dipole, full operator: 0.806785 bohr = 0.42693 angstrom
interband dipole, eigenvector change: 0.806785 bohr
interband dipole, p alone: 0.765349 bohr
squared dipole ratio, p alone/full: 0.89992
mean of 1+v_tau in lowest state: 1.052709
interband sum in inverse mass: 0.807671 1/m_e
inverse mass, formula: 0.245038 1/m_e
inverse mass, second difference: 0.245038 1/m_e
PAW ring kinetic, smooth: -0.348763-0.503040j (dimensionless)
PAW ring kinetic, one-centre: 0.991822-0.697905j (dimensionless)
PAW ring kinetic, all-electron: 0.643059-1.200945j (dimensionless)
PAW ring velocity, smooth: -2.000170+0.692399j (dimensionless)
PAW ring velocity, one-centre: -0.455274+0.373975j (dimensionless)
PAW ring velocity, all-electron: -2.455444+1.066374j (dimensionless)
PAW ring largest mismatch: 7.1e-11 (dimensionless)
PAW energy slope, operator: 3.67031083 (dimensionless)
PAW energy slope, difference: 3.67031083 (dimensionless)
```
